Counting the molecular terms of two ground-state oxygen atoms

**The question**

Two oxygen atoms A and B, each in its ground term ³P (L = 1, S = 1, configuration 2p⁴), stand so far apart that their orbitals do not overlap. The nuclei are fixed, and the z axis runs through both. Spin-orbit coupling is left out until part (f).

A molecular term is a set of states tied together by the symmetries of the spin-free Hamiltonian. Its labels are the total spin S, the size Λ of the axial orbital angular momentum in units of ħ (Σ, Π, Δ for Λ = 0, 1, 2), the sign g or u under inversion through the midpoint, and, for Σ terms, the sign + or − under reflection in a plane containing the axis. Inversion and reflection act on electron positions and leave spins alone. Two terms with the same labels count as two.

**(a) How many product states are there, and does the Pauli principle remove any?**

Each atom has (2L + 1)(2S + 1) = 3 · 3 = 9 states, labelled by the orbital projection M and the spin projection m. Let Φ_A(M,m) be the combination of products of N = 8 creation operators that puts atom A in the state (M,m), and Φ_B the same for B. The pair states are

Φ_A(M₁,m₁) Φ_B(M₂,m₂) |0⟩.

Creation operators anticommute, so each of these states is already antisymmetric in all 16 electrons. Since the orbitals of A are orthogonal to those of B, states with different labels are orthogonal. Exchanging two different labels between the atoms gives a different state, because A and B are different places. For the same reason both atoms may carry the same label. The Pauli principle therefore removes nothing, and the number of states is

9 · 9 = 81.

**(b) Which total spins occur, and how do they behave when the two atomic spin labels are exchanged?**

The sum m₁ + m₂ takes the value 2 once, 1 twice and 0 three times. This is the pattern of one multiplet each with S = 2, 1 and 0, holding 5 + 3 + 1 = 9 spin states.

Let X_S exchange m₁ and m₂. The top state |1,1⟩ of S = 2 is even. The lowering operator treats both atoms alike, so all of S = 2 is even. With m₁ + m₂ = 1, the state orthogonal to S = 2 is (|1,0⟩ − |0,1⟩)/√2, which is odd, so S = 1 is odd. With sum 0 there are two even states, |0,0⟩ and |1,−1⟩ + |−1,1⟩, and one odd state. S = 2 uses one even state and S = 1 uses the odd one, so S = 0 is even. Hence

X_S = (−1)^S.

**(c) Sort the orbital states by Λ and find the number of terms.**

The nine pairs (M₁,M₂) are

- sum 0: (0,0), (1,−1), (−1,1);
- sum +1: (1,0), (0,1);
- sum −1: (−1,0), (0,−1);
- sum +2: (1,1);
- sum −2: (−1,−1).

A reflection in a plane containing the axis reverses the sum and commutes with the Hamiltonian, so states with sums +Λ and −Λ belong together in pairs. There are thus three Σ terms with one orbital state each, two Π terms with two each, and one Δ term with two:

3 · 1 + 2 · 2 + 1 · 2 = 9.

By part (a) the orbital and spin labels can be chosen independently, so this set of six occurs once for each of the three total spins. The number of terms is

3 · 6 = 18.

**(d) Find the effect of inversion on a pair state. Does the rule change for atoms with an odd number of electrons?**

Inversion carries atom A to the place of B. It commutes with angular momentum, so M and m are kept, and each atom contributes its parity p = ±1:

i Φ_A(M₁,m₁) Φ_B(M₂,m₂) |0⟩ = p² Φ_B(M₁,m₁) Φ_A(M₂,m₂) |0⟩.

Here p² = 1. To restore the order "A first", N operators must pass N others, which costs N² sign changes:

i Φ_A(M₁,m₁) Φ_B(M₂,m₂) |0⟩ = (−1)^(N²) Φ_A(M₂,m₂) Φ_B(M₁,m₁) |0⟩.

For oxygen N = 8 and the sign is +. Inversion then exchanges both kinds of label. With X_L for the exchange of M₁ and M₂,

i = X_L X_S = (−1)^S X_L.

Both signs of X_L are allowed for every S. Antisymmetry of the electrons does not forbid either one; it fixes which is g and which is u.

For general atomic spin s the multiplets alternate in exchange sign, starting from the even one at S = 2s, so X_S = (−1)^(2s−S). As N² has the same parity as N,

i = (−1)^N (−1)^(2s−S) X_L.

N and 2s are both even or both odd, so N + 2s is even and i = (−1)^S X_L again. For odd N the extra fermion sign cancels the change in the spin exchange sign.

**(e) Use reflection to complete the labels, list all terms, and account for every state.**

The reflection y → −y of one atom is an inversion through its own nucleus followed by a rotation by π about its y axis. The rotation turns x into −x and z into −z. An L = 1 state transforms like z for M = 0 and like ∓(x ± iy) for M = ±1, so the rotation gives

|0⟩ → −|0⟩, |1⟩ → |−1⟩, |−1⟩ → |1⟩.

For the pair the atomic parities again multiply to p² = 1. Each atom stays in place, so no reordering sign arises. On the three states with sum 0,

|0,0⟩ → (−1)(−1)|0,0⟩ = |0,0⟩,
|1,−1⟩ → |−1,1⟩, |−1,1⟩ → |1,−1⟩.

This gives

- Σ+ twice, from |0,0⟩ and |1,−1⟩ + |−1,1⟩, both with X_L = +1;
- Σ− once, from |1,−1⟩ − |−1,1⟩, with X_L = −1;
- Π twice, from |1,0⟩ ± |0,1⟩ and their mirror images, with X_L = +1 and −1;
- Δ once, from |1,1⟩ and |−1,−1⟩, with X_L = +1.

For S = 0 and S = 2 the rule i = (−1)^S X_L makes X_L = +1 into g. For S = 1 it makes X_L = +1 into u. The terms are therefore

S = 0: ¹Σg+ (2), ¹Σu−, ¹Πg, ¹Πu, ¹Δg
S = 1: ³Σu+ (2), ³Σg−, ³Πg, ³Πu, ³Δu
S = 2: ⁵Σg+ (2), ⁵Σu−, ⁵Πg, ⁵Πu, ⁵Δg

Each row holds nine orbital states, each with 2S + 1 spin states:

1 · 9 + 3 · 9 + 5 · 9 = 9 + 27 + 45 = 81.

The 18 terms account for all the product states. A direct diagonalization of spin, axial momentum, inversion and reflection among the 2p determinants of both atoms, with fermion signs kept, gives the same list. For two fluorine atoms (²P, 2p⁵, odd N) it gives 12 terms and 36 states. This agrees with part (d): the spins are S = 0 and 1, so there are 2 · 6 = 12 terms and (1 + 3) · 9 = 36 states.

At infinite separation all 18 terms have the same energy. That they can all separate is shown by the model interaction, in arbitrary energy units and with angular momenta in units of ħ,

H = L_Az² + L_Bz² + 0.31 L_A·L_B + 0.26 S_A·S_B + 0.037 (L_A·L_B)(S_A·S_B),

which has the symmetries of the molecule. Its diagonalization gives 18 distinct levels with the degeneracies of the list. The coefficients are chosen numbers and do not describe the real O₂ curves.

**(f) Now include spin-orbit coupling with the rough one-electron parameter ζ = 20 meV. Find the separated-atom limits. The ground term of O₂ is ³Σg−. What share of thermal atom pairs enters it at 300 K and at 1200 K?**

*Atomic levels.* Within ³P the coupling ζ Σ l·s has the form A L·S. To find A, take the state M = m = 1: three spin-up electrons in the orbitals 1, 0, −1 and one spin-down electron in the orbital 1. Then

⟨Σ l·s⟩ = ½(1 + 0 − 1) − ½(1) = −½, while ⟨L·S⟩ = 1,

so A = −ζ/2 = −10 meV. With L = S = 1,

E(J) = (A/2)[J(J + 1) − 4],

which gives E(2) = A, E(1) = −A and E(0) = −2A. Measured from J = 2, the levels J = 2, 1, 0 lie at 0, 20 and 30 meV, with 5, 3 and 1 states.

*Pair limits.* The single limit splits into six:

- 0 meV, J = 2 and 2: 25 states;
- 20 meV, J = 2 and 1: 2 · 15 = 30 states;
- 30 meV, J = 2 and 0: 2 · 5 = 10 states;
- 40 meV, J = 1 and 1: 9 states;
- 50 meV, J = 1 and 0: 2 · 3 = 6 states;
- 60 meV, J = 0 and 0: 1 state.

The sum is still 81. Spin-orbit coupling changes the grouping, not the number of states.

*Share without the coupling.* All 81 states are equally likely, and ³Σg− holds three of them:

w₀ = 3/81 = 1/27 = 0.0370.

*Sudden passage.* Suppose the atoms pass the region where molecular and spin-orbit splittings are comparable too fast for the state to adjust. The share is then the thermal density matrix projected onto ³Σg−. It is 0.03844 at 300 K and 0.03715 at 1200 K, or 1.038 and 1.003 times w₀. The first-order part of the change in ζ/kT vanishes: at a fixed orbital state, the trace of each spin component over a complete spin multiplet is zero, so L·S averages to zero over the term, as it does over all 81 states. The second-order part is w₀(ζ/kT)²/12. At 1200 K it gives the factor 1.003. At 300 K, where ζ/kT = 0.77, it gives 1.050, and higher orders bring this down to the full value 1.038.

*Slow passage.* If the state adjusts fully, the three states of the ground term must be traced back to their limit. In a model, ³Σg− alone is lowered by an energy V while the spin-orbit coupling is held fixed. At 25 values of V from 1 to 5000 meV, the three lowest states stay separated from the fourth, and at 5000 meV they are 99.999% ³Σg−. At V = 0 they start from the lowest limit, J = 2 and 2. In the real pair the other terms shift as well, and at long range ³Σg− need not be the lowest term. The same connection then rests on states of equal symmetry not crossing, and it holds only if their avoided crossings are also passed slowly. The share is then three Boltzmann weights of that limit:

w = 3/q², q = 5 + 3 exp(−ζ/kT) + exp(−3ζ/2kT).

At 300 K, kT = 25.85 meV:

q = 5 + 3 exp(−20/25.85) + exp(−30/25.85) = 6.697,
w = 3/6.697² = 0.0669 = 1.81 w₀.

At 1200 K, kT = 103.4 meV, q = 8.221 and w = 0.0444 = 1.20 w₀.

For kT much larger than ζ, q ≈ 9 − 4.5 ζ/kT, so w ≈ w₀(1 + ζ/kT), and the simple count returns. For kT much smaller than ζ, q → 5 and w → 3/25.

*The real case.* The two temperatures roughly span plasma oxidation near room temperature and furnace oxidation, though an ordinary furnace supplies oxygen mainly as O₂ molecules, not as free atoms. The real ³P levels lie roughly 20 and 28 meV above J = 2, so the chosen ζ is of the right size. At these two temperatures the largest correction to 1/27 within this model is the slow-passage one, a factor of 1.8 at 300 K. Sudden and slow passage are limiting cases. How close a real collision comes to either depends on the collision speed and the long-range curves, which are not computed here. Excited ¹D atoms, roughly 2 eV higher, have a thermal population relative to ³P of a few times 10⁻⁹ at 1200 K and far less at 300 K. A discharge need not be thermal, however, and pairs containing ¹D atoms form further terms outside this count.

These shares are entrance weights, not probabilities of recombination or sticking. To form O₂, a third body, a surface or an emitted photon must carry energy away, and a nearby surface also breaks the inversion symmetry used here and, in general, the axial symmetry. The spin label keeps its meaning for as long as spin-orbit coupling and the magnetic coupling between spins are negligible: triplet O₂ meeting a closed-shell surface has total spin 1 and cannot reach a singlet final state without a coupling that changes spin. The complete values are in the numerical output.

Computed results

```
Product states of O(3P) + O(3P): 81
Molecular terms: 18
Separate levels with a general interaction: 18
2S+1 = 1, Sigma_u-: terms 1, states 1
2S+1 = 1, Sigma_g+: terms 2, states 2
2S+1 = 1, Pi_u: terms 1, states 2
2S+1 = 1, Pi_g: terms 1, states 2
2S+1 = 1, Delta_g: terms 1, states 2
2S+1 = 3, Sigma_u+: terms 2, states 6
2S+1 = 3, Sigma_g-: terms 1, states 3
2S+1 = 3, Pi_u: terms 1, states 6
2S+1 = 3, Pi_g: terms 1, states 6
2S+1 = 3, Delta_u: terms 1, states 6
2S+1 = 5, Sigma_u-: terms 1, states 5
2S+1 = 5, Sigma_g+: terms 2, states 10
2S+1 = 5, Pi_u: terms 1, states 10
2S+1 = 5, Pi_g: terms 1, states 10
2S+1 = 5, Delta_g: terms 1, states 10
Total for S = 0: terms 6, states 9
Total for S = 1: terms 6, states 27
Total for S = 2: terms 6, states 45
Check, F(2P) + F(2P): terms 12 states 36
Spin-orbit parameter zeta (rough): 20 meV
Atomic level J = 2: 0.0 meV above lowest, states 5
Atomic level J = 1: 20.0 meV above lowest, states 3
Atomic level J = 0: 30.0 meV above lowest, states 1
Pair limit 0.0 meV above lowest: states 25
Pair limit 20.0 meV above lowest: states 30
Pair limit 30.0 meV above lowest: states 10
Pair limit 40.0 meV above lowest: states 9
Pair limit 50.0 meV above lowest: states 6
Pair limit 60.0 meV above lowest: states 1
Ground-term share of followed states at 5000 meV: 0.99999
Triplet Sigma_g- weight without spin-orbit: 0.03704
T = 300 K: kT = 25.85 meV, atomic sum = 6.6973
  weight, sudden passage: 0.03844; ratio to 1/27: 1.038
  weight, slow passage: 0.06688; ratio to 1/27: 1.806
  1D to 3P population ratio: 1.4e-34
T = 1200 K: kT = 103.41 meV, atomic sum = 8.2206
  weight, sudden passage: 0.03715; ratio to 1/27: 1.003
  weight, slow passage: 0.04439; ratio to 1/27: 1.199
  1D to 3P population ratio: 2.2e-09
Excitation energy of 1D (rough input): 2 eV
```
